# Why power moments fail and Chebyshev moments work for recursion coefficients

## A scale-invariant sensitivity

Let $H$ be a Hermitian operator, $v$ a normalized start vector and $\mu$ the spectral measure of $H$ in $v$. The power moments are
$$m_k=\langle v|H^k|v\rangle=\int x^k\,d\mu,\qquad m_0=1 .$$
The recursion coefficients $a_n$ and $b_n>0$ belong to the orthonormal polynomials $p_n$ of $\mu$:
$$x p_n=b_{n+1}p_{n+1}+a_np_n+b_np_{n-1},\qquad p_0=1,\quad p_{-1}=0. \tag{1}$$
They are the entries of the Lanczos tridiagonal matrix. The measure is assumed to have infinitely many support points, so that the recursion does not stop.

If $H$ is replaced by $sH$, then $m_k$ becomes $s^km_k$ and $b_n$ becomes $|s|b_n$. The relative response of $b_n^2$ to a relative error in $m_{2n}$ cannot depend on $s$. Scaling alone leaves many candidates, such as $m_{2n}/m_2^n$ and $m_{2n}/h_n$, where
$$h_n=(b_1b_2\cdots b_n)^2,\qquad h_0=1,$$
scales as $s^{2n}$, just as $m_{2n}$ does. The following derivation shows that the response is $m_{2n}/h_n$.

By (1), the leading coefficient of $p_n$ is $1/\sqrt{h_n}$. Hence $\pi_n=\sqrt{h_n}\,p_n$ has leading coefficient 1 and $\int\pi_n^2d\mu=h_n$. Since $\pi_n$ is $x^n$ minus its projection on lower powers,
$$h_n=m_{2n}-r^TM_n^{-1}r,\qquad r_i=m_{n+i},\quad (M_n)_{ij}=m_{i+j},\quad 0\le i,j<n .$$
The subtracted term contains moments up to order $2n-1$, so $\partial h_n/\partial m_{2n}=1$. In $b_n^2=h_n/h_{n-1}$ the denominator does not contain $m_{2n}$. Therefore
$$\frac{\partial\ln b_n^2}{\partial\ln m_{2n}}=\frac{m_{2n}}{h_n}. \tag{2}$$

A change of energy unit cannot reduce this number. A large value means that $h_n$ is a small difference of large terms: on the spectrum, $x^n$ is almost a combination of lower powers.

## How fast the power-moment sensitivity grows

Scale $H$ so that its spectrum lies in $[-1,1]$. For any polynomial $q$ of degree $n$ with leading coefficient 1, $q-\pi_n$ has lower degree and is orthogonal to $\pi_n$. Thus
$$\int q^2d\mu=h_n+\int(q-\pi_n)^2d\mu\ge h_n .$$
Choose $q=2^{1-n}T_n$ with $n\ge1$, where $T_n(\cos\theta)=\cos n\theta$. As $|T_n|\le1$ on the spectrum, $h_n\le4^{1-n}$, and (2) gives
$$\frac{m_{2n}}{h_n}\ge4^{n-1}m_{2n}. \tag{3}$$

The moment cannot cancel this growth when the support reaches $1$ or $-1$. For any $\eta<1$, some weight $w>0$ lies at $|x|>\eta$, so $m_{2n}\ge w\eta^{2n}$. Then $m_{2n}/h_n\ge(w/4)(4\eta^2)^n$, a lower bound that grows by $4\eta^2$ per step, with $\eta$ as close to 1 as desired. If the largest $|x|$ in the support is smaller than 1, rescaling it to 1 leaves (2) unchanged, so the same conclusion holds.

There is also a sharp form of failure. Because $h_n$ is linear in $m_{2n}$, the change $m_{2n}\to(1-\delta)m_{2n}$ gives $h_n\to h_n-\delta m_{2n}$. If $\delta>h_n/m_{2n}$, the computed $b_n^2$ is negative, and no positive measure has the altered moments.

## The Hankel matrix

The same near-dependence of powers appears in $M_n$. For a coefficient vector $u$ of $p(x)=\sum_iu_ix^i$,
$$u^TM_nu=\int p^2d\mu .$$
Take $p=T_N$ with $N=n-1$. The integral is at most 1, so the smallest eigenvalue of $M_n$ is at most $1/\|u\|^2$. The largest is at least the diagonal element $m_0=1$. Hence $\operatorname{cond}M_n\ge\|u\|^2$.

To bound $\|u\|^2$, note that $T_{N+1}=2xT_N-T_{N-1}$ makes the coefficient of $x^{N-2j}$ in $T_N$ have sign $(-1)^j$, by induction. At $x=i$ the factor $i^{-2j}=(-1)^j$ cancels this sign, so $\sum_k|u_k|=|T_N(i)|$. At most $\lfloor N/2\rfloor+1$ coefficients are nonzero. The Cauchy–Schwarz inequality gives
$$\operatorname{cond}M_n\ge\frac{|T_N(i)|^2}{\lfloor N/2\rfloor+1}. \tag{4}$$
The identity $T_N((z+z^{-1})/2)=(z^N+z^{-N})/2$ with $z=i(1+\sqrt2)$ and $z^{-1}=-i(\sqrt2-1)$ yields
$$|T_N(i)|=\tfrac12\left[(1+\sqrt2)^N+(-1)^N(\sqrt2-1)^N\right].$$
The lower bound grows by a factor approaching $(1+\sqrt2)^2\approx5.83$ per row.

A large matrix condition number alone would not settle the matter. The matrix $\operatorname{diag}(1,10^{-16})$ is ill conditioned, yet relative errors in its entries do no harm to its pivots. Equation (2) supplies the missing argument, because it concerns the recursion coefficients themselves.

## Response to all moment errors

Errors in a list of moments define a linear functional on polynomials, written $\int(\cdot)\,d\delta\mu$; it need not come from a positive measure. To first order,
$$\delta h_n=\int\pi_n^2\,d\delta\mu+2\int\pi_n\,\delta\pi_n\,d\mu .$$
The last term vanishes because $\delta\pi_n$ has degree below $n$. Dividing by $h_n$ gives $\delta\ln h_n=\int p_n^2d\delta\mu$, and therefore
$$\delta\ln b_n^2=\int(p_n^2-p_{n-1}^2)\,d\delta\mu. \tag{5}$$

For $a_n$, write $\pi_n=x^n+s_nx^{n-1}+\cdots$. Multiplying (1) by $\sqrt{h_n}$ gives $x\pi_n=\pi_{n+1}+a_n\pi_n+b_n^2\pi_{n-1}$. Its $x^n$ coefficient is $s_n=s_{n+1}+a_n$, so $a_n=s_n-s_{n+1}$. Varying the condition $\int\pi_np_{n-1}d\mu=0$ with $p_{n-1}$ held fixed is allowed, since $\pi_n$ stays orthogonal to every polynomial of lower degree. The component of $\delta\pi_n$ along $p_{n-1}$ is thus $-\int\pi_np_{n-1}d\delta\mu$. Multiplication by the leading coefficient $1/\sqrt{h_{n-1}}$ gives
$$\delta s_n=-b_n\int p_np_{n-1}\,d\delta\mu,$$
$$\delta a_n=\int(b_{n+1}p_np_{n+1}-b_np_{n-1}p_n)\,d\delta\mu. \tag{6}$$

If the integrand is expanded in $x^k$, its coefficients multiply the errors $\delta m_k$. If it is expanded in $T_k$, they multiply the errors of
$$\nu_k=\int T_k\,d\mu .$$
The polynomials in (5) and (6) are the same in both cases. What differs is the size of their coefficients.

## Why Chebyshev moments help, and when

Let $d\omega=dx/(\pi\sqrt{1-x^2})$ and assume
$$d\mu=f(x)\,d\omega,\qquad 0<c\le f(x)\le C\quad\text{on }[-1,1]. \tag{7}$$
This excludes gaps and requires the density to diverge at both band edges as in a one-dimensional band.

From $1=\int p_n^2f\,d\omega$ follows $\int p_n^2d\omega\le1/c$. In $p_n^2=\sum_{k=0}^{2n}g_kT_k$ the coefficients are $g_0=\int p_n^2d\omega$ and $g_k=2\int p_n^2T_kd\omega$ for $k\ge1$. Since $|T_k|\le1$,
$$\sum_k|g_k|\le\frac{1+2(2n)}c=\frac{4n+1}c .$$
The corresponding bound for $p_{n-1}^2$ is $(4n-3)/c$. If every error obeys $|\delta\nu_k|\le\varepsilon$, equation (5) gives, to first order,
$$|\delta\ln b_n^2|\le\frac{8n-2}{c}\,\varepsilon. \tag{8}$$

For (6), Cauchy–Schwarz gives $\int|p_np_{n+1}|d\omega\le1/c$. Also $b_n=\int xp_np_{n-1}d\mu\le1$. For $n\ge1$ the two products have degrees $2n+1$ and $2n-1$, so their coefficient sums are at most $(4n+3)/c$ and $(4n-1)/c$. Hence
$$|\delta a_n|\le\frac{8n+2}{c}\,\varepsilon .$$

The matrix to factor is the Gram matrix of the $T_i$. From $T_iT_j=(T_{i+j}+T_{|i-j|})/2$,
$$G_{ij}=\int T_iT_j\,d\mu=\tfrac12(\nu_{i+j}+\nu_{|i-j|}).$$
With respect to $\omega$, $T_0$ has squared norm 1 and every other $T_i$ has squared norm $1/2$. By (7), the eigenvalues of $G$ lie between $c/2$ and $C$, so $\operatorname{cond}G\le2C/c$ for every size.

Factor $G=LDL^T$ with unit lower triangular $L$. Then $T_i=\sum_jL_{ij}q_j$, where the $q_j$ are orthogonal with squared norm $D_j$. Each is $q_j=\tau_j\pi_j$, with $\tau_0=1$ and $\tau_j=2^{j-1}$ for $j\ge1$, the leading coefficient of $T_j$. Thus $h_n=D_n/\tau_n^2$, or
$$b_1^2=\frac{D_1}{D_0},\qquad b_n^2=\frac{D_n}{4D_{n-1}}\quad(n\ge2). \tag{9}$$
The $x^{n-1}$ coefficient of $T_n$ is zero, so $0=\tau_ns_n+L_{n,n-1}\tau_{n-1}$. With $a_n=s_n-s_{n+1}$,
$$a_n=\frac{\tau_n}{\tau_{n+1}}L_{n+1,n}-\frac{\tau_{n-1}}{\tau_n}L_{n,n-1}, \tag{10}$$
where the second term is absent for $n=0$.

## How large: a tight-binding chain

Consider an infinite chain with hopping $1/2$, so that $x=\cos q$ in units of the half bandwidth. The start vector has weights 0.9 and 0.1 on neighbouring sites, with amplitudes of equal sign. Its weight at wave number $q$ is
$$|\sqrt{0.9}+\sqrt{0.1}\,e^{-iq}|^2=1+2\sqrt{0.09}\cos q=1+0.6x .$$
The two wave numbers belonging to each $x$ turn $dq/(2\pi)$ into $d\omega$. Hence $f=1+0.6x$, $c=0.4$ and $C=1.6$. The moments are $\nu_0=1$, $\nu_1=0.6/2=0.3$, and $\nu_k=0$ for $k\ge2$.

The Gram matrix is tridiagonal: $G_{00}=1$, $G_{01}=0.3$, and from the next row on the diagonal is $0.5$ and the off-diagonal $0.15$. Elimination gives
$$D_1=0.5-0.3^2=0.41,\qquad D_n=0.5-\frac{0.15^2}{D_{n-1}}\quad(n\ge2).$$
So $b_1=\sqrt{0.41}=0.6403$. Next, $D_2=0.44512$ and $b_2=\sqrt{0.44512/(4\times0.41)}=0.5210$. From (10), $a_0=0.3$ and $a_1=\tfrac12(0.15/0.41)-0.3=-0.1171$.

The sensitivities of $\ln b_n^2$ compare as follows. The power column sums the magnitudes of the responses to relative errors in all $m_k$. The Chebyshev column does so for absolute errors in all $\nu_k$, as many of these moments vanish.

| $n$ | power | Chebyshev |
|---:|---:|---:|
| 10 | $6.9\times10^6$ | 3.70 |
| 20 | $2.2\times10^{14}$ | 3.70 |
| 30 | $8.1\times10^{21}$ | 3.70 |

At $n=30$ the bound (8) allows $238/0.4=595$, so it is far from tight here. The matrices show the same contrast. At size 25, $\operatorname{cond}M_n=9.5\times10^{17}$, against a lower bound of $4.5\times10^{16}$, while $\operatorname{cond}G=5.7$, below $2C/c=8$.

Next, both sets of moments were computed in double precision on a finite chain whose ends are too far away to affect them. The power moments were then processed with 60 digits, which removes the factorization as a source of visible error. The relative error of $b_n^2$ is nevertheless $3.1\times10^{-10}$ at $n=10$, $7.4\times10^{-3}$ at $n=20$ and 4.7 at $n=25$. It first exceeds 1% at $n=21$. At $n=10$, inserting the actual moment errors in (5) predicts $3.059\times10^{-10}$, equal to the observed error to the printed digits. The information was lost in the double-precision computation of the moments. Their errors include the rounding accumulated over the repeated multiplications by $H$, so the figures depend on how the moments were generated. With correctly rounded moments the error is $1.9\times10^{-4}$ at $n=20$ and $5.9\times10^{-2}$ at $n=25$, and it first exceeds 1% at $n=24$.

The Chebyshev moments, processed in ordinary double precision, give $b_n^2$ with a relative error of at most $1.7\times10^{-16}$ up to $n=32$. The example favours this figure. Since $T_k(\cos q)=\cos kq$, $T_k(H)$ moves an amplitude $k$ sites to either side with weight $1/2$, and the recursion involves only exact halvings, doublings and cancellations. Hence $\nu_k=0$ exactly for $k\ge2$, and only $\nu_0$ and $\nu_1$ carry rounding errors. If all moments had errors up to $\varepsilon$, the table would allow a first-order error of $3.70\,\varepsilon$ at the orders listed there. The printed errors at $n=20$ and 25, $5.9\times10^{-19}$ and $9.9\times10^{-24}$, are below double-precision resolution. This is a property of the example. The recursion for $D_n$ has the fixed points $0.45$ and $0.05$, and it gives
$$\frac{D_n-0.45}{D_n-0.05}=-9^{-n}.$$
Thus $D_n\simeq0.45-0.4\times9^{-n}$, and (9) yields $4b_n^2-1\simeq7.1\times9^{-n}$. At $n=20$ this is $5.9\times10^{-19}$. The floating-point result has settled at $1/4$, and the printed error is the remaining distance of the true value from $1/4$.

The sign failure can also be located. Lowering $m_{2n}$ alone by the relative amount $2^{-53}=1.1\times10^{-16}$, with all other moments exact, first makes $b_n^2$ negative at $n=29$. The comparisons for the moments computed on the finite chain, the sign failure, the response formulas and the bounds above are checked numerically by the numerical check.

## Where the Chebyshev route weakens

If $f$ vanishes at the band edges, (7) fails, and the bounds derived from it, on $\delta\ln b_n^2$, $\delta a_n$ and $\operatorname{cond}G$, no longer apply. The power-moment bounds (3) and (4) do not use (7) and remain valid. For a uniform density on $[-1,1]$, $f=\pi\sqrt{1-x^2}/2$. The computed $\operatorname{cond}G$ is 11, 21 and 42 at sizes 8, 16 and 32. In this range it grows roughly linearly, far more slowly than the exponential bound (4) for the Hankel matrix.

A gap is more serious. Suppose the spectrum lies in $[-1,-g]\cup[g,1]$, and define
$$Y(x)=\frac{2x^2-1-g^2}{1-g^2},\qquad y_0=-Y(0)=\frac{1+g^2}{1-g^2}.$$
On the spectrum $|Y|\le1$, so $P=T_m(Y)$ is bounded by 1 there, but $|P(0)|=T_m(y_0)$ is large. Write $P=\sum_ku_kT_k$. It is even and has degree $2m$, so it has at most $m+1$ nonzero coefficients. Since $|T_k(0)|\le1$, Cauchy–Schwarz gives $T_m(y_0)^2\le(m+1)\|u\|^2$. As $u^TGu\le1$ and $G_{00}=1$,
$$\operatorname{cond}G_{2m+1}\ge\frac{T_m(y_0)^2}{m+1},$$
where the subscript is the matrix size. From $y_0+\sqrt{y_0^2-1}=(1+g)/(1-g)$ follows $T_m(y_0)\ge\frac12[(1+g)/(1-g)]^m$, so the growth is exponential.

The coefficients suffer as well. Take one site of an infinite chain with alternating hoppings $t_1,t_2>0$, $t_1+t_2=1$ and $g=|t_1-t_2|$. On one sublattice $H^2$ has the band $x^2=t_1^2+t_2^2+2t_1t_2\cos q$, which means $Y=\cos q$ with uniform weight in $q$. Odd moments vanish, because an odd number of hops ends on the other sublattice. Therefore $p_{2m}=\sqrt2\,T_m(Y)$ for $m\ge1$, and $p_{2m-1}(0)=0$. The polynomial in (5) for $n=2m$ has the value $2T_m(y_0)^2$ at $x=0$. Because $|T_k(0)|\le1$, the sum of its absolute Chebyshev coefficients is at least this value.

For hoppings 0.6 and 0.4, $g=0.2$ and this lower bound, which holds for even $n$, grows by about $1.5^2$ from one even $n$ to the next, an average of $(1+g)/(1-g)=1.5$ per step in $n$. The sensitivity is 30 at $n=10$, $1.7\times10^3$ at $n=20$ and $9.6\times10^4$ at $n=30$. About five digits are then at risk.

For these hoppings power moments are still worse. The leading coefficient of $p_{2m}$ gives $h_n=2[(1-g^2)/4]^n$ for $n=2m$, so (2) grows by $4/(1-g^2)$ per step, apart from the slower decay of $m_{2n}$. This exceeds the growth factor $(1+g)/(1-g)=(1+g)^2/(1-g^2)$ of the Chebyshev lower bound for every $g<1$. At $g=0.2$ the computed Chebyshev sensitivity coincides with that bound to the four printed digits, so there the response to a relative error in $m_{2n}$ grows by 4.2 per step, reduced somewhat by the decay of $m_{2n}$, while the response to absolute errors in the $\nu_k$ grows by 1.5 per step on average.

A band that lies inside $[-1,1]$ without filling it violates (7) as well, because $f=0$ near the ends. Take one site of a uniform chain with hopping $s/2$, $0<s<1$, so that $x=s\cos q$ and $p_n=\sqrt2\,T_n(x/s)$ for $n\ge1$. Since $2T_n^2=T_{2n}+1$, the polynomial in (5) has, for $n\ge2$, the value $T_{2n}(1/s)-T_{2n-2}(1/s)$ at $x=1$. As $|T_k(1)|=1$, the sum of its absolute Chebyshev coefficients is at least this value, which grows by a factor approaching $[(1+\sqrt{1-s^2})/s]^2$ per step. For $s=0.95$ the factor is 1.91 and the bound is $6.2\times10^7$ at $n=30$. The same argument, taken at the farther end of the interval, applies to a band of this kind that is not centred at zero.

## What to do

- **If $H$ can be applied to vectors, run Lanczos with full reorthogonalization.** It obtains $a_n$ and $b_n$ from vectors without forming moments. Without reorthogonalization, rounding can spoil the coefficients, for instance when an eigenvalue lies isolated from a band. In the uniform-chain example, with full reorthogonalization, it agrees with the high-precision reference to $1.1\times10^{-16}$ up to $n=32$. Reorthogonalization does not help if $H$ has eigenstates outside the support of $\mu$, for instance in another symmetry sector. Rounding of size $\varepsilon$ gives such a state at $x_0$ a weight of order $\varepsilon^2$, and by (5) this weight is multiplied by $p_n(x_0)^2-p_{n-1}(x_0)^2$, which can grow exponentially. For a three-leg ladder with leg hopping $1/2$ and rung hopping 1, started in the transverse mode $(1/2,1/\sqrt2,1/2)$, the exact $b_n=1/2$ is missed by more than $10^{-2}$ at $n=19$ in double precision. Restrict $H$ to the sector of $v$ where this is possible.
- **If moments are needed, accumulate $\nu_k$ directly.** Scale the spectrum into $[-1,1]$ and use $T_{k+1}(H)v=2HT_k(H)v-T_{k-1}(H)v$. The scaling matters in both directions: $T_k$ grows exponentially outside this interval, and an empty margin inside it violates (7) and can make the sensitivity grow exponentially, as a gap does. Shift and scale $H$ so that the band fills the interval as closely as possible. Then factor $G$ and use (9) and (10).
- **Do not convert rounded power moments to Chebyshev moments as a cure.** Even an exact conversion carries the original errors along and leads to the same damaged coefficients.
- **If power moments can be generated exactly or to high precision, keep enough digits.** In the uniform chain at $n=30$, a guaranteed first-order relative accuracy of $10^{-10}$ in $b_n^2$ requires relative moment errors near $10^{-32}$.
- **Treat a negative pivot as proof of inconsistent data only if the factorization was done with enough precision, and do not treat its absence as proof of accuracy.** A rounding error in the subtracted term of $h_n=m_{2n}-r^TM_n^{-1}r$ acts like an error in $m_{2n}$, so the sign of the computed pivot is not guaranteed once that error exceeds $h_n$. A zero pivot occurs for exact moments of a measure with finitely many support points. A small positive pivot can have a large relative error.
- **Whenever (7) is not known to hold, as for a gap or a band that does not fill $[-1,1]$, estimate the sensitivity before trusting high-order coefficients.** Expand (5) in $T_k$ and multiply the sum of absolute coefficients by the error of the moments. The estimate is of first order and uses the computed coefficients, so it can be far too low once these are damaged. Check the orders in sequence. From the first product that is too large, use more precise moments, or Lanczos with full reorthogonalization within the limit stated in the first item.

## Calculated quantities

```
Energies in half bandwidths; other numbers dimensionless
beta = 0.6, c = 0.4, C = 1.6
a_0, a_1, a_2 = 0.300000, -0.117073, -0.014434
b_1, b_2, b_3 = 0.640312, 0.520976, 0.502426
max |Lanczos - reference|, n<=32: 1.1e-16
size n | cond Hankel | lower bound | cond Chebyshev Gram
  5 | 5.102e+02 | 9.633e+01 | 4.9704
 10 | 3.228e+06 | 3.881e+05 | 5.4773
 15 | 2.140e+10 | 1.631e+09 | 5.6048
 20 | 1.425e+14 | 8.778e+12 | 5.6566
 25 | 9.545e+17 | 4.542e+16 | 5.6829
Hankel growth per row, n=20 to 25: 5.824
(1+sqrt 2)^2 = 5.828
Chebyshev Gram bound 2C/c = 8.0
Sensitivity of ln b_n^2
n | m_2n/h_n | all power moments | all Chebyshev moments
 5 | 1.400e+02 | 1.450e+03 | 3.7028
10 | 1.026e+05 | 6.893e+06 | 3.7037
20 | 7.658e+10 | 2.205e+14 | 3.7037
30 | 6.570e+16 | 8.147e+21 | 3.7037
Relative error of b_n^2 from double-precision moments
n | power, 60-digit processing | Chebyshev, double
 5 | 1.03e-14 | 6.52e-17
10 | 3.06e-10 | 8.58e-17
15 | 2.74e-06 | 1.01e-16
20 | 7.39e-03 | 5.85e-19
25 | 4.70e+00 | 9.91e-24
First n with power-route error above 1%: 21
Chebyshev route, max error of b_n^2, n<=32: 1.7e-16
Chebyshev route, max error of a_n, n<32: 5.6e-17
n=10 signed error, predicted: 3.0590e-10
n=10 signed error, observed:  3.0590e-10
Unit roundoff 2^-53 = 1.110e-16
First n with b_n^2 < 0 after that change of m_2n: 29
Uniform density, cond Chebyshev Gram, n=8,16,32: 10.97, 21.14, 41.54
Dimerized chain: hoppings 0.6, 0.4; g = 0.2
n=2m | cond Gram (size n+1) | bound | sensitivity | bound
10 | 1.055e+01 | 2.487e+00 | 2.984e+01 | 2.984e+01
20 | 3.499e+02 | 7.562e+01 | 1.664e+03 | 1.664e+03
30 | 1.742e+04 | 2.996e+03 | 9.588e+04 | 9.588e+04
```
